# Capacitance-voltage doping profiles and where the depletion approximation enters

A metal contact at $x=0$ forms a Schottky diode on n-type silicon that fills $x>0$. The contact area is $A$ and the permittivity is $\varepsilon$. The reverse bias $V$ is positive when it widens the depleted region. Slow changes of bias and a small alternating voltage give the differential capacitance $C_m(V)$, from which a doping profile is to be found.

The model is one-dimensional. Donors of density $N_D(x)$ are fixed and fully ionised, and $n(x)$ is the electron density, so the charge density is $\rho=q(N_D-n)$ with $q>0$. Traps, interface charge, holes and series resistance are left out. The electrostatic potential $\phi$ and its slope vanish deep in the uniform bulk, and at the contact

$$\phi(0)=-\psi,\qquad \psi=V_{bi}+V ,$$

where $V_{bi}$ is the band bending at zero bias. Until the area is restored, charge and capacitance are per unit area:

$$Q=\int_0^\infty\rho\,dx,\qquad C=\frac{dQ}{dV}=\frac{C_m}{A}.$$

## (a) What depth does the capacitance measure?

**Problem.** Express $\varepsilon/C$ through the change of charge density, without assuming a shape for $\rho$.

**Solution.** Poisson's equation is $\phi''=-\rho/\varepsilon$. Multiply it by $x$ and integrate the left side by parts:

$$\int_0^\infty x\phi''dx=\big[x\phi'-\phi\big]_0^\infty=\phi(0)=-\psi .$$

The bulk terms vanish because $\phi$ and $\phi'$ decay there. Hence

$$V_{bi}+V=\frac1\varepsilon\int_0^\infty x\rho\,dx .$$

A small bias change leaves $V_{bi}$ fixed, so

$$\delta V=\frac1\varepsilon\int_0^\infty x\,\delta\rho\,dx,\qquad \delta Q=\int_0^\infty\delta\rho\,dx .$$

Dividing the first by the second gives

$$\frac{\varepsilon}{C}=\frac{\int x\,\delta\rho\,dx}{\int\delta\rho\,dx}\equiv w .$$

The capacitance measures the centroid of the charge that responds to the bias. This holds within the stated electrostatic model whether the carrier edge is sharp or diffuse. The depletion approximation has not been used.

## (b) The differential formula

**Problem.** Define an apparent density by $qN_{app}=dQ/dw$, and express it through measured quantities.

**Solution.** From $dQ=C\,dV$ and $w=\varepsilon/C$,

$$dw=-\frac{\varepsilon}{C^2}\,dC,\qquad
N_{app}=\frac{C\,dV}{q\,dw}=-\frac{C^3}{q\varepsilon\,(dC/dV)} .$$

Capacitance falls as reverse bias rises, so the minus sign makes $N_{app}$ positive. Since

$$\frac{d(C^{-2})}{dV}=-\frac{2}{C^3}\frac{dC}{dV},$$

the same density is $2/[q\varepsilon\,d(C^{-2})/dV]$. Now put $C=C_m/A$. Then $C^{-2}=A^2C_m^{-2}$, and

$$w=\frac{\varepsilon A}{C_m},\qquad
N_{app}(w)=\frac{2}{q\varepsilon A^2\,d(C_m^{-2})/dV}
=-\frac{C_m^3}{q\varepsilon A^2\,(dC_m/dV)} .$$

A relative area error of 1 % shifts the depth by 1 % and the density by about 2 %.

So far $N_{app}$ is a definition: the added charge divided by the shift of its centroid. Nothing yet says that it equals the donor density at $w$.

## (c) The depletion approximation

**Problem.** Find the assumption that turns $N_{app}$ into $N_D$.

**Solution.** The depletion approximation replaces the carrier distribution by a sharp edge at $x=d$:

$$\rho=qN_D(x)\quad(x<d),\qquad \rho=0\quad(x>d).$$

The charge and the voltage relation of part (a) become

$$Q=q\int_0^dN_D\,dx,\qquad V_{bi}+V=\frac q\varepsilon\int_0^d xN_D\,dx .$$

Differentiate both with respect to the upper limit:

$$dQ=qN_D(d)\,dd,\qquad dV=\frac q\varepsilon\,d\,N_D(d)\,dd .$$

Here $dd$ is the displacement of the edge. Their ratio is $C=\varepsilon/d$, so $w=d$, and therefore

$$N_{app}(w)=\frac1q\frac{dQ}{dw}=N_D(w).$$

The approximation enters when $dQ$ is identified with $qN_D(w)\,dw$. For an arbitrary profile, that step requires all the responding charge to sit in a thin sheet at $w$, with neutral material behind it. In reality the electron density falls over a finite distance, and the response samples donors on both sides of $w$.

## (d) Uniform doping with a thermal carrier edge

**Problem.** Let $N_D=N_0$ and $n=N_0e^{\phi/V_t}$, with $V_t=kT/q$. Does the diffuse edge spoil the measured density?

**Solution.** The electrons are taken as non-degenerate with a flat quasi-Fermi level. Poisson's equation is

$$\phi''=-\frac{qN_0}{\varepsilon}\left(1-e^{\phi/V_t}\right).$$

Multiplication by $\phi'$ makes both sides total derivatives:

$$\frac{d}{dx}\frac{\phi'^2}{2}=-\frac{qN_0}{\varepsilon}\frac{d}{dx}\left(\phi-V_te^{\phi/V_t}\right).$$

Integrate from the contact to the bulk:

$$\phi'(0)^2=\frac{2qN_0}{\varepsilon}\left(\psi-V_t+V_te^{-\psi/V_t}\right).$$

Integrating $\rho=-\varepsilon\phi''$ gives $Q=\varepsilon\phi'(0)$, so

$$Q^2=2q\varepsilon N_0\left(\psi-V_t+V_te^{-\psi/V_t}\right).$$

Differentiate with respect to $V$:

$$C=\frac{q\varepsilon N_0}{Q}\left(1-e^{-\psi/V_t}\right).$$

When $e^{-\psi/V_t}$ is negligible, $w=\varepsilon/C=Q/(qN_0)$ and

$$C^{-2}=\frac{2}{q\varepsilon N_0}\left(V+V_{bi}-V_t\right).$$

The slope returns $N_0$. The thermal tail instead moves the voltage intercept from $-V_{bi}$ to $-(V_{bi}-V_t)$. For $V_{bi}=0.550$ V at 300 K the predicted intercept is $-(0.550-0.0259)=-0.524$ V. A numerical solution of the nonlinear Poisson equation gives $-0.5241$ V, and its largest relative density error is $8.4\times10^{-5}$.

Uniform doping therefore hides the defect of the depletion approximation: a diffuse edge averages the donor density, but the average of a constant is that constant.

## (e) A weak doping variation

**Problem.** Put $N_D=N_0+\delta N(x)$, where $\delta N\ll N_0$ is localised. Find $\delta N_{app}=N_{app}-N_0$ to first order.

**Solution.** First find the extra charge at fixed bias. Define $G=-\partial\phi/\partial V$ for the uniform diode. Differentiating its Poisson equation and boundary condition gives

$$G''=\frac{qn}{\varepsilon V_t}G,\qquad G(0)=1,\qquad G(\infty)=0 .$$

The doping variation changes the potential by $\delta\phi$, where

$$\delta\phi''=-\frac q\varepsilon\,\delta N+\frac{qn}{\varepsilon V_t}\,\delta\phi,\qquad \delta\phi(0)=\delta\phi(\infty)=0 .$$

Multiply the second equation by $G$, the first by $\delta\phi$, subtract and integrate. The terms in $n$ cancel:

$$\big[G\,\delta\phi'-\delta\phi\,G'\big]_0^\infty=-\delta\phi'(0)=-\frac q\varepsilon\int G\,\delta N\,dx .$$

Since $\delta Q=\varepsilon\,\delta\phi'(0)$,

$$\delta Q=q\int G\,\delta N\,dx .$$

Next find $G$. The uniform Poisson equation does not contain $x$ explicitly, so a bias change translates the decaying solution: $\phi=\Phi(x-w)$ and $n=N_0f(x-w)$. The translation equals the change in $w$ because $Q=qN_0w$, up to the exponentially small terms of part (d). Also $C\,dV=qN_0\,dw$, hence

$$\frac{dw}{dV}=\frac{\varepsilon}{qN_0w},\qquad
G=\frac{h(x-w)}w,\qquad h(y)=\frac{\varepsilon\Phi'(y)}{qN_0} .$$

Poisson's equation gives $h'=-(1-f)$ and $h''=f'$.

Now differentiate $\delta Q$ with respect to bias:

$$\delta C=\frac{\varepsilon}{qN_0w}\frac{d}{dw}\left[\frac qw\int h(x-w)\,\delta N\,dx\right]
=-\frac{\varepsilon}{N_0w^3}\int(wh'+h)\,\delta N\,dx .$$

Because $\delta(C^{-2})=-2\,\delta C/C^3$ and $C=\varepsilon/w$,

$$\delta(C^{-2})=\frac{2}{\varepsilon^2N_0}\int(wh'+h)\,\delta N\,dx .$$

The argument of $h$ is $x-w$, so

$$\frac d{dw}(wh'+h)=h'-wh''-h'=-wf' .$$

Multiplying by $dw/dV$ gives

$$\frac{d\,\delta(C^{-2})}{dV}=-\frac{2}{q\varepsilon N_0^2}\int f'(x-w)\,\delta N(x)\,dx .$$

The definition in part (b) gives, to first order, $d\,\delta(C^{-2})/dV=-2\,\delta N_{app}/(q\varepsilon N_0^2)$. Comparison yields

$$\delta N_{app}(w)=\int f'(x-w)\,\delta N(x)\,dx .$$

The change of $w$ at fixed bias does not alter this result at first order, because the unperturbed apparent profile is flat.

The slope of the carrier edge is the measuring kernel. As a function of $w$, the integral is a convolution of $\delta N$ with the mirrored kernel $f'(-y)$. The depletion approximation makes $f$ a step and $f'$ a delta function, which restores $\delta N_{app}=\delta N$. For a Gaussian donor peak of height $0.01N_0$, the full nonlinear calculation differs from the convolution by at most 0.15 % of the maximum predicted response.

## (f) How wide is the kernel?

**Problem.** Find the area, mean and variance of $f'(y)$, and the result for slowly varying doping.

**Solution.** The area is one because $f$ rises from zero in the depleted region to one in the bulk. The mean is zero because the charge response is $\delta\rho=-q\,\delta n=qN_0f'(x-w)\,\delta w$, whose centroid is $w$ by part (a).

For the variance, start the integral at $-Y$, far inside the depleted region. There $h'=-1$ and $h=Y$, since $Q=qN_0Y$ for a contact at that place. Two integrations by parts give

$$\int_{-Y}^\infty y^2h''dy=\big[y^2h'-2yh\big]_{-Y}^{\infty}+2\int_{-Y}^{\infty}h\,dy
=-Y^2+\frac{2\varepsilon}{qN_0}\psi_Y,$$

where $\psi_Y=-\Phi(-Y)$. Part (d) gives $Y^2=(2\varepsilon/qN_0)(\psi_Y-V_t)$. Therefore

$$\int y^2f'\,dy=\frac{2\varepsilon V_t}{qN_0}=2L_D^2,\qquad L_D=\sqrt{\frac{\varepsilon V_t}{qN_0}} .$$

With relative permittivity 11.7, $N_0=10^{16}$ cm$^{-3}$ and 300 K, $L_D=40.9$ nm. The kernel has standard deviation $\sqrt2\,L_D=57.8$ nm, which the numerical carrier edge also gives. A weak donor sheet much thinner than this would appear as a peak with about this standard deviation; its full width at half height is about twice as large.

If a weak $\delta N$ varies slowly over the kernel, expand it about $w$. The zero mean removes the first-derivative term:

$$N_{app}(w)\simeq N_D(w)+L_D^2N_D''(w).$$

Compare the equilibrium electrons in the same doping without a contact. With $\phi=V_t\ln(n/N_0)$, Poisson's equation reads

$$n=N_D+\frac{\varepsilon V_t}{q}\frac{d^2\ln n}{dx^2}\simeq N_D+L_D^2N_D'' .$$

The last step again assumes weak, slow variation. In that regime the apparent profile follows the equilibrium carriers at leading order, including their departure from the donors.

## (g) A strong buried peak

**Problem.** Add a Gaussian donor peak of height $10^{16}$ cm$^{-3}$, centred at 600 nm with standard deviation 50 nm, to the background of part (f). For $A=1$ mm$^2$, evaluate the density near its centre, and decide whether the dose of the peak survives the blur.

**Solution.** The nonlinear Poisson equation supplies the capacitance data for a bias sweep from 0 to 8 V. Near the centre it gives 174.439 pF at 2.67 V and 170.909 pF at 2.87 V. Thus

$$\frac{\Delta(C_m^{-2})}{\Delta V}
=\frac{(3.4235-3.2863)\times10^{19}\ \mathrm{F^{-2}}}{0.20\ \mathrm V}
=6.86\times10^{18}\ \mathrm{F^{-2}V^{-1}} .$$

With $\varepsilon=1.036\times10^{-10}$ F/m,

$$N_{app}=\frac{2}{(1.602\times10^{-19})(1.036\times10^{-10})(10^{-6})^2(6.86\times10^{18})}
=1.76\times10^{22}\ \mathrm{m^{-3}} .$$

This is $1.76\times10^{16}$ cm$^{-3}$. At the middle bias the capacitance is 172.643 pF, so $w=\varepsilon A/C_m=600$ nm. The donor density there is $2.00\times10^{16}$ cm$^{-3}$: the reading is 12 % low relative to the donors. The equilibrium electron density is $1.78\times10^{16}$ cm$^{-3}$, much closer to the reading.

Averaged over equal bias steps of the sweep, the root-mean-square difference between $N_{app}$ and the donors is $9.4\times10^{14}$ cm$^{-3}$; between $N_{app}$ and the equilibrium carriers it is $1.8\times10^{14}$ cm$^{-3}$. To test the cause, $V_t$ was divided by 16 with doping, built-in bending and bias range held fixed. The difference from the donors fell to $8.6\times10^{13}$ cm$^{-3}$, about eleven times smaller. The thermal width of the carrier edge is therefore the main source of the discrepancy in this model.

The apparent maximum lies at 605 nm, slightly too deep. The weak-peak kernel suggests why. Linearising Poisson's equation on the bulk side gives $1-f\propto e^{-y/L_D}$, whereas part (d) gives $f\simeq e^{-1-y^2/(2L_D^2)}$ on the depleted side. The kernel therefore has a longer tail towards the bulk. Since its mean is zero, its maximum is expected on the depleted side, at $y<0$. A thin sheet at $x_0$ gives a response proportional to $f'(x_0-w)$, which is then largest at $w>x_0$, deeper than the sheet. Applying this reading to the strong peak is a conjecture, since the convolution was derived for weak variations.

The dose can be treated without assuming a weak peak. Let the edge lie in a uniform region of density $N_0$, many Debye lengths from the peak. There it moves rigidly, so its centroid $w$ is the origin of $f$. Relative to a sharp edge at $w$, the charge differs by

$$qN_0\left[\int_0^\infty(1-f)\,dy-\int_{-\infty}^0f\,dy\right]=qN_0\int yf'\,dy=0 .$$

If the peak still lies deeper than the edge, it adds no net charge, because the field vanishes on both sides of it. In either case $Q=q\int_0^wN_D\,dx$, apart from exponentially small tails. Taking the difference between two such positions,

$$\int_{w_1}^{w_2}N_{app}\,dw=\frac{Q_2-Q_1}{q}=\int_{w_1}^{w_2}N_D\,dx .$$

The blur redistributes the peak but preserves its area. The numbers are $1.2533\times10^{11}$ cm$^{-2}$ for the donors above background and $1.2528\times10^{11}$ cm$^{-2}$ for the apparent peak, a difference of 0.04 %. This requires a uniform region on each side within the accessible depth.

## (h) How far does the model represent a real diode?

**Problem.** Judge the example's parameters and the effects left out.

**Solution.** The background and peak densities are plausible for lightly doped, implanted silicon. A standard deviation of 50 nm, however, is well below what a single implant of a common donor normally gives at 600 nm, which is roughly 100 nm or more. The narrow peak was chosen to make the blur visible; the 12 % error at its centre should not be taken as typical of implanted profiles, since a broader peak of the same height is distorted much less. At 8 V the peak field is 0.17 MV/cm, below a rough breakdown field of 0.4 MV/cm. The characteristic tunnelling energy $E_{00}$, evaluated at the peak doping with mass $0.19\,m_e$, is 1.8 meV, small beside $kT=25.9$ meV, so tunnelling is negligible near zero bias. At 8 V the relevant scale is set by the field $F$ at the contact, $[(\hbar qF)^2/2m]^{1/3}\approx39$ meV for the same mass, which is comparable with $kT$. Tunnelling near the top of the barrier can then raise the reverse leakage; this concerns the current, not the depletion charge. The degeneracy correction is about 0.02 %, and about 0.8 % of donors at the peak would be neutral in the bulk for a 45 meV level. A series resistance of 20 ohm at 1 MHz lowers the largest capacitance by about 0.24 % if the meter reads a parallel equivalent circuit. The greatest depth is 0.17 % of the contact radius, so edge capacitance changes $C_m$ by a fraction of that order. A nearly bias-independent edge capacitance $C_e$ leaves $dC_m/dV$ unchanged and multiplies $N_{app}$ by $(1+C_e/C_m)^3$, about half a percent or somewhat more at the greatest depth. Acting on the whole background, this would shift the dose above $N_0$ by a few percent, so the close dose agreement of part (g) holds only for the one-dimensional model or after an edge correction. At 400 K, with the same background, the kernel width grows as $\sqrt T$ to 67 nm.

Real diodes can also contain traps, which break the assumption of fixed charge. In the simple limit where donor-like traps of density $N_T$ empty at the moving edge and follow both the slow and the alternating voltage, part (c) applies with $N_D$ replaced by $N_D+N_T$. Traps at 10 % of the donor density then raise the reading by 10 %. Traps that lag the alternating voltage, or empty away from the edge, need a separate charge-response calculation. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
Temperature: 300 K; kT/q: 25.852 mV
Relative permittivity: 11.7
Background donors: 1.000e+16 cm^-3
Added peak donors: 1.000e+16 cm^-3
Peak depth: 600 nm; sigma: 50 nm
Built-in bending: 0.550 V; area: 1.00 mm^2
Bias range: 0.0 to 8.0 V
Depth range: 265.2 to 974.3 nm
Debye length of background: 40.88 nm
Sharp-edge recovery, largest error: 6.6e-07 (ratio)
Uniform doping, largest N_app error: 8.4e-05 (ratio)
Uniform doping, C^-2 voltage intercept: -0.5241 V
Centroid versus eps/C, largest error: 3.3e-07 (ratio)
Kernel area: 1.00000; mean: 0.001 nm
Kernel standard deviation: 57.82 nm
sqrt(2) times Debye length: 57.82 nm
Weak-peak amplitude / background: 0.010
Convolution error / peak response: 0.0015
Hand point: bias 2.77 V, C 172.643 pF
  lower bias 2.67 V, C 174.439 pF
  upper bias 2.87 V, C 170.909 pF
  depth: 600.05 nm
  two-point N_app: 1.7572e+16 cm^-3
  small-step N_app: 1.7585e+16 cm^-3
Depth (nm): donors, equilibrium carriers, N_app (1e16 cm^-3)
  400: 1.000, 1.020, 1.025
  500: 1.135, 1.220, 1.218
  550: 1.607, 1.546, 1.509
  600: 2.000, 1.780, 1.758
  650: 1.607, 1.546, 1.576
  700: 1.135, 1.220, 1.250
  800: 1.000, 1.020, 1.011
Apparent maximum: 1.761e+16 cm^-3 at 604.9 nm
True peak dose: 1.2533e+11 cm^-2
Apparent peak dose: 1.2528e+11 cm^-2
RMS N_app minus donors: 9.405e+14 cm^-3
RMS N_app minus carriers: 1.835e+14 cm^-3
RMS N_app minus donors, Vt/16: 8.642e+13 cm^-3
Peak field at 8 V: 0.170 MV/cm
Rough breakdown field (input): 0.4 MV/cm
Tunnelling energy E00: 1.76 meV (mass 0.19 m_e)
Degeneracy correction: 0.022 % (DOS mass 1.08 m_e)
Neutral donors at peak doping: 0.80 % (level 45 meV)
Series-resistance effect on C: 0.24 % (20 ohm, 1 MHz)
Largest depth / contact radius: 0.173 %
Kernel standard deviation at 400 K, from sqrt(T): 66.8 nm
```
